Fermi Broadening and Grünewald Recovery of Densities of States from Transistors

**Definitions and conventions**

Electronic-structure programs let the user choose the kernel and width with which a density of states is broadened. This guide derives the choice needed for comparison with a density of states extracted from a thin-film transistor by the Grünewald method.

The film occupies 0 < x < d, with the gate insulator at x = 0. Accumulation is positive for either carrier type:

- U is the magnitude of gate voltage minus flat-band voltage.
- V(x) is the band bending in volts, and V₀ = V(0).
- n(V) is the excess carrier density over flat band, trapped and mobile together.
- G = I_D L/(W V_D) is the sheet conductance at small drain voltage V_D, for channel length L and width W. G₀ is its flat-band value.
- C is the insulator capacitance per area, ε the absolute permittivity of the film, e > 0 the elementary charge, and β = e/(kT).
- F = −dV/dx at the interface, which is positive.
- N(E) is the density of states per energy and volume. E increases from the gap towards the mobility edge E_m, for electrons and holes alike.

The film is taken as laterally uniform, traps are in equilibrium, and no interface charge varies with gate voltage. Mobile carriers are nondegenerate and have constant mobility.

**From conductance to interface potential**

For electrons, V is the electrostatic potential and the charge density is −en. For holes, both signs reverse. Poisson's equation is therefore the same in both cases:

V″ = e n(V)/ε.

Multiplying by V′ makes the left side the derivative of V′²/2 and the right side (e/ε) n dV/dx. Let the film be thick enough that V and V′ vanish at its back. Integrating from there gives

F(V)² = (2e/ε) ∫₀^V n(V₁) dV₁.

The field depends on the local potential alone, whatever the gate voltage. Gauss's law equates the film charge per area, εF(V₀), with the charge on the insulator capacitor:

F = C(U − V₀)/ε.

The mobile density is proportional to exp(βV), so

G = (G₀/d) ∫₀^d exp(βV) dx.

Subtract G₀ and use dx = −dV/F. The minus sign disappears when the limits are put in increasing order:

G − G₀ = (G₀/d) ∫₀^V₀ [exp(βV) − 1]/F(V) dV.

The integrand stays finite at V = 0, where numerator and denominator both vanish linearly. Since F(V) does not depend on V₀, differentiation acts on the upper limit alone:

dG/dV₀ = (G₀/d)[exp(βV₀) − 1]/F(V₀).

Multiply by F dV₀ and integrate from flat band. With v = βV₀,

exp(v) − 1 − v = y,  y = (βd/G₀) ∫ F dG.

This is the Grünewald relation with the potential drop in the film retained. If V₀ is neglected beside U, then F ≈ CU/ε, and integration by parts gives the customary combination

∫ U dG = UG(U) − ∫₀^U G(U₁) dU₁.

**From interface potential to density of states**

Differentiating the first integral gives

n(V₀) = (ε/2e) d(F²)/dV₀.

Let f(z) = 1/[1 + exp(z/kT)], and let E_F be the flat-band Fermi energy. Band bending lowers a carrier level by eV₀, so

n(V₀) = ∫ N(E)[f(E − E_F − eV₀) − f(E − E_F)] dE.

Differentiation with respect to V₀ brings out a factor e and the positive kernel −f′. Define

D(V₀) = (1/e) dn/dV₀ = ∫ N(E)[−f′(E − E_F − eV₀)] dE.

The transistor thus delivers D, the density of states broadened by the Fermi function at the measuring temperature. Reading D as N at E_F + eV₀ is the zero-temperature approximation.

Take an exponential tail N(E) = N_m exp[−(E_m − E)/kT₀], and set a = T/T₀. With E = E_F + eV₀ + kT z,

D/N(E_F + eV₀) = ∫ exp(az)/[4 cosh²(z/2)] dz,

over all z. Now use the occupation p = 1/(1 + exp z) as variable. Then exp z = (1 − p)/p and −dp = dz/[4 cosh²(z/2)], so

D/N = ∫₀¹ (1 − p)^a p^(−a) dp = Γ(1 + a)Γ(1 − a) = πa/sin(πa).

The last step uses Γ(1 + a) = aΓ(a) and the reflection formula. For small a the factor is 1 + π²a²/6, and D approaches N. As a approaches 1 it diverges: trapped charge then collects at the top of the tail, and an unlimited exponential no longer describes the film. For a < 1 the factor is independent of energy, so D has the right slope and too large an amplitude.

**Which broadening to choose**

For a computed spectrum there are two consistent comparisons. Either broaden it with the Fermi–Dirac kernel at the temperature of the measurement and compare with D, or leave it unbroadened and compare with N after removing the factor. Broadening the computed spectrum and also correcting the measured one would count the temperature on one side alone.

A Gaussian kernel can be matched in variance. The small-a expansion shows that −f′ has variance π²(kT)²/3, because the second-order term of the average of exp(az) is a²⟨z²⟩/2. A Gaussian of standard deviation s multiplies an exponential tail by exp[s²/(2k²T₀²)]. With s = πkT/√3 this is exp(π²a²/6). For a = 0.431 it equals 1.36, against 1.39 for the Fermi kernel, so the Gaussian is about 2% low. The difference grows with a, and near a = 1 the Gaussian is no substitute.

This rule concerns broadening. It does not make computed one-electron levels equal to trap levels, which may also involve relaxation and charging.

**Carrying out the inversion**

1. Subtract the flat-band voltage, form G, and start with V₀ = 0 at every point.
2. Compute F_j = C(U_j − V₀,j)/ε. Accumulate the integral by the trapezoidal rule, starting from y₀ = 0:

y_j = y_(j−1) + (βd/2G₀)(F_j + F_(j−1))(G_j − G_(j−1)).

3. Solve exp(v) − 1 − v = y. Taking logarithms gives h(v) = v − ln(1 + y + v) = 0, with Newton step

v → v − h(v)/[1 − 1/(1 + y + v)].

Start from v = √(2y). Since exp(v) − 1 − v ≥ v²/2 for v ≥ 0, this start is not below the root. As h is convex, the steps descend to the root without overshooting. At y = 0, set v = 0.

4. Set V₀ = v/β and repeat steps 2 and 3 until V₀ settles.
5. Fit g = ln F² by a smooth function of V₀. Since F² = exp(g), its first derivative is F²g′ and its second is F²(g′² + g″). Hence

n = (ε/2e)F²g′,  D = (ε/2e²)F²(g′² + g″).

6. Fit a straight line to ln D against eV₀. Its slope is 1/kT₀. Put a = kT × slope and N = D sin(πa)/(πa).

The last step presumes an exponential tail over the fitted range and for several kT above it, because the thermal kernel also reaches shallower states. In the example below, if the tail ended 0.11 eV above a level with no states beyond, the corrected N at that level would be 11% low. For another shape, compare D with a Fermi-broadened model instead.

**A known tail as input**

The synthetic film is 50 nm thick with relative permittivity 3.0, on 300 nm of oxide with relative permittivity 3.9, so C = 11.5 nF/cm². At 300 K, kT = 25.85 meV. The tail has kT₀ = 60 meV and N_m = 10²¹ eV⁻¹cm⁻³, and E_m − E_F = 0.50 eV. The tail ends at the mobility edge. Beyond it lies a constant density N_m of mobile states, filled by Boltzmann statistics, with mobility 10 cm²/Vs.

The data do not assume a vanishing potential at the back. With back potential V_d and zero back field, they obey

F(V)² = (2e/ε) ∫ n dV₁ from V_d to V,
d = ∫ dV/F(V) from V_d to V₀.

The second equation fixes V_d for each V₀. G follows from integrating exp(βV)/F over the same range. At V₀ = 250 mV, direct integration of Poisson's equation from the back surface reproduced V₀ and F to within one part in 10⁴.

The transfer curve has 0.2 V steps up to 20 V. At 20 V the true V₀ is 374.1 mV, so the oxide drop is 20 − 0.374 = 19.63 V. The oxide field is 19.63 V/300 nm = 0.654 MV/cm, and the film field is 3.9/3.0 times larger, 0.850 MV/cm. The inversion returns V₀ = 374.1 mV. Above 150 mV its largest error is 0.06 mV.

The density of states was obtained from a fifth-degree polynomial for g, fitted above 150 mV and evaluated at depths of 0.141 to 0.320 eV below the mobility edge. The recovered width is 60.4 meV. At a depth of 0.25 eV, D = 2.145 × 10¹⁹ eV⁻¹cm⁻³. The recovered a is 25.85/60.41 = 0.428, which gives a factor of 1.38. Therefore

N = 2.145 × 10¹⁹/1.38 = 1.55 × 10¹⁹ eV⁻¹cm⁻³,

in agreement with the input 1.550 × 10¹⁹. Without the correction the result would be 38% too high. Over the whole window, the largest error of corrected N is 1.7% of the true value.

The error near the mobility edge can be estimated. At a depth of 0.15 eV, let z_m = 0.15 eV/kT = 5.80. Ending the tail removes approximately exp[−(1 − a)z_m]/(1 − a) = 0.065 from D/N. The mobile states restore exp[−(1 − a)z_m] = 0.037. The net loss, 0.028, is 2.0% of the factor 1.386. The output gives D/N = 1.116 × 10²⁰/(8.208 × 10¹⁹) = 1.360, a loss of 1.9%.

A separate limit checks the shape of the transfer curve. Deep in accumulation, F² is proportional to exp(eV₀/kT₀) and F to U. Hence exp(βV₀) ∝ U^(2T₀/T) and dV₀ ∝ dU/U. Inserting both in F dG ∝ exp(βV₀) dV₀ gives

dG ∝ U^(2T₀/T − 2) dU,  G ∝ U^(2T₀/T − 1).

The predicted exponent is 2/0.431 − 1 = 3.64. Between 10 and 20 V the conductance rises by a factor of 11.97, an average exponent of 3.58.

**How thick is thick enough?**

For eV₀ ≪ kT, n is proportional to V and Poisson's equation becomes V″ = V/λ², where λ = 22.3 nm here. Zero field at the back gives

V = V₀ cosh[(d − x)/λ]/cosh(d/λ).

Thus F = (V₀/λ) tanh(d/λ), while G − G₀ = (G₀/d)βV₀λ tanh(d/λ). Consequently y = (β²V₀²/2) tanh²(d/λ). The inversion reads y as v²/2 and returns V₀ tanh(d/λ). With d/λ = 2.24, this estimate is 2.2% low. It uses the true field. The inversion forms F from its own, slightly smaller V₀, which raises y a little, and its small-bias result is 2.1% low.

At larger bias an error δy changes v by δy/[exp(v) − 1]. An error accumulated near flat band therefore fades as v grows. This does not exclude errors added later: at 20 V the back potential is still 28.9 mV. The small final error is a numerical result for this film, not a general bound. In a 400 nm control film with 0.05 V steps, the largest V₀ error is 0.016 mV and the recovered width is 60.4 meV. The remaining 0.4 meV in the width is therefore not peculiar to the thin film.

**Choosing inputs and judging errors**

Each case below changes one item in the 50 nm example. The ratio is recovered N divided by true N at an assigned V₀ of 280 mV.

- Reference: width 60.4 meV, ratio 1.00.
- V₀ neglected beside U: 61.0 meV, 1.03.
- Contact resistance: 60.0 meV, 1.00.
- Drain voltage of 1 V: 61.1 meV, 1.03.
- Flat band placed 1 V too high: 59.3 meV, 1.69.
- G₀ doubled: 60.5 meV, 1.35.

Retaining V₀ costs a short iteration and removes a 3% error here. The contact case has a width-normalised resistance of 10⁴ Ω cm and a 100 μm channel; contacts then supply 1.2% of the total resistance at 20 V. For the drain-voltage case, G was averaged over gate voltages from U − 1 V to U, as current continuity along a gradual channel requires. Values below flat band were replaced by G₀.

Among these cases, the flat-band inputs matter most. The contact case is mild: with 10⁶ Ω cm instead, contacts supply 55% of the total resistance at 20 V and the recovered width falls to 42 meV. Interface traps, excluded by assumption, can matter as much. A constant density of 10¹² eV⁻¹cm⁻² would raise the width to about 68.5 meV and the ratio to 1.42. When exp(v) ≫ 1 + v, the main relation gives exp(v) ∝ 1/G₀. Doubling G₀ therefore shifts V₀ by −(kT/e) ln 2 = −17.9 mV, and the calculated shift is also −17.9 mV. On a fixed energy axis this multiplies N by exp(17.9/60) = 1.35 and hardly changes the slope. A good exponential fit consequently does not validate the absolute density.

With flat band placed at a true U of 1 V, the assumed G₀ is 3.126/0.8252 = 3.79 times too large. This accounts for (kT/e) ln 3.79 = 34 mV of the 36 mV shift at the last point. The reduced field also contributes.

Independent Gaussian noise of 1% in G, with G₀ known, gave a width of 60.5 ± 0.4 meV over 100 runs. The uncertainty is one standard deviation. It applies to this noise, sampling and polynomial fit; drift and hysteresis are different errors.

**The real film**

The parameters lie in the rough regime of a small-molecule film such as pentacene on silicon dioxide. The effective mobility G/(CU) at 20 V is 0.054 cm²/Vs. Published values usually come from the slope of the transfer curve, (dG/dU)/C. This is larger by the local exponent of about 3.6, giving roughly 0.2 cm²/Vs, within the rough range of 0.1 to 1 cm²/Vs for good pentacene films. The occupation at the mobility edge is 0.8%, so Boltzmann statistics are adequate there, and the oxide field is far below the rough breakdown scale of 10 MV/cm.

The continuum description is less secure. Sheet density divided by interface density gives a charge width of 1.4 nm, about one molecular layer. Suppose instead that the charge fills a 1.5 nm layer uniformly. The field then falls linearly to zero across it, and the mean potential lies Fa/3 below V₀, where a now denotes the layer thickness. With Fa = 128 mV this is 43 mV, and exp(43/60) ≈ 2. The density read at a fixed energy would change by this factor if only the energy shifted. In a layered film the extracted density value changes too, and the two changes partly cancel. Take uniformly charged layers 1.5 nm thick, with the carrier density in each set by its mean potential. The inversion then gives a width of 56 meV instead of 60 meV. Its N is about a quarter too high at the highest gate voltage, but within 3% of the true value at recovered V₀ of 200 and 250 mV. Grain boundaries also break lateral uniformity, with an effect not estimated here.

For such a film, give the shallow end of the extracted tail less weight in the fit, since the error from layering is largest there. The numerical output follows this text.

Table of computed values

```
Thermal energy kT at 300 K: 25.85 meV
Film 50 nm, oxide 300 nm, C = 11.51 nF/cm2
Relative permittivities: film 3.0, oxide 3.9
Tail width 60.0 meV, edge density 1.0e+21 /(eV cm3)
Flat-band Fermi depth 0.50 eV, mobility 10 cm2/Vs
Flat-band screening length: 22.3 nm
T/T0 = 0.4309, broadening factor = 1.3862 (quadrature 1.3862)
Thick control film: 400 nm, gate step 0.05 V
Thick film: largest V0 error 0.016 mV
Thick film: tail width 60.39 meV
Thick film: largest corrected DOS error 1.7 %
Thick film: uncorrected/true DOS at mid-window 1.382
Thin film, gate step 0.2 V:
 U=1 V: G=3.126e-12 S, V0 true 72.48, recovered 72.40 mV
 U=2 V: G=9.463e-12 S, V0 true 122.17, recovered 122.23 mV
 U=5 V: G=1.032e-10 S, V0 true 212.25, recovered 212.28 mV
 U=10 V: G=1.035e-09 S, V0 true 291.32, recovered 291.32 mV
 U=20 V: G=1.239e-08 S, V0 true 374.12, recovered 374.12 mV
Flat-band sheet conductance G0: 8.252e-13 S
Largest V0 error above 150 mV: 0.06 mV
DOS window, depth from mobility edge: 0.141 to 0.320 eV
 depth 0.30 eV: true 6.738e+18, raw 9.333e+18, corrected 6.764e+18 /(eV cm3)
 depth 0.25 eV: true 1.550e+19, raw 2.145e+19, corrected 1.555e+19 /(eV cm3)
 depth 0.20 eV: true 3.567e+19, raw 4.913e+19, corrected 3.561e+19 /(eV cm3)
 depth 0.15 eV: true 8.208e+19, raw 1.116e+20, corrected 8.087e+19 /(eV cm3)
Recovered tail width: 60.41 meV
Largest corrected DOS error: 1.7 %
Case: tail width; corrected/true DOS at V0 = 280 mV; V0 at last point
 V0 kept in gate drop: 60.41 meV; 1.001; 374.12 mV
 V0 neglected beside U: 60.98 meV; 1.029; 374.69 mV
 contact resistance: 59.97 meV; 0.999; 373.76 mV
 drain voltage 1 V: 61.09 meV; 1.029; 371.93 mV
 flat band wrong by 1 V: 59.31 meV; 1.693; 338.01 mV
 G0 doubled: 60.47 meV; 1.348; 356.23 mV
V0 shift for doubled G0: -17.89 mV; -kT ln2: -17.92 mV
Contact R*W 1e+04 ohm cm, channel length 100 um
Contact share of total resistance at 20 V: 1.22 %
1 % noise, 100 runs: width 60.47 +/- 0.38 meV
1 % noise: DOS ratio at 280 mV 1.003 +/- 0.007
Back-surface potential at 20 V: 28.91 mV
Fields at 20 V: oxide 0.654, film 0.850 MV/cm
Interface carrier density at 20 V: 1.004e+19 /cm3
Charge width (sheet density/interface density): 1.41 nm
Interface field times a 1.5 nm layer: 127.6 mV
Occupation at mobility edge, 20 V: 0.00762
Effective mobility G/(C U) at 20 V: 0.0538 cm2/Vs
```
